\section*{Sampling Compton scattering: from a flat ceiling to Kahn and Butcher-Messel}

\section{The decision}

A photon-transport calculation must draw the energy of the scattered photon at every Compton collision. Two rejection schemes, Kahn's and that of Butcher and Messel, produce the same distribution, so choosing between them is a question of cost. At 100 MeV Kahn's method uses on average about 47 uniform random numbers per photon, and Butcher-Messel about 3. At 10 keV the figures are 5.1 and 4.5, and the cheaper arithmetic of Kahn's method may outweigh its extra rejections. The decision therefore needs the acceptance rates as functions of energy, and a proof that neither scheme distorts the physics.

\section{The law to be sampled}

Let an unpolarized photon of energy $E$ strike a free electron at rest, and let it leave with energy $E'$ at angle $\theta$. Units with $\hbar=c=1$ are used in this section, and $m$ is the electron mass. Define
\begin{equation}
k=\frac{E}{m},\quad \varepsilon=\frac{E'}{E},\quad x=\frac1\varepsilon,\quad
u=1+2k,\quad t=1-\cos\theta .
\end{equation}

The final electron has energy $E_p=E+m-E'$ and momentum $\mathbf p'=\mathbf k-\mathbf k'$, where $\mathbf k$ and $\mathbf k'$ are the photon momenta. Hence
\begin{equation}
(E+m-E')^2=m^2+E^2+E'^2-2EE'\cos\theta .
\end{equation}
Expanding the left side and cancelling the squares leaves $m(E-E')=EE'(1-\cos\theta)$. Division by $EE'$ gives
\begin{equation}
t=\frac{x-1}{k}. \label{angle}
\end{equation}
Since $0\le t\le2$, the range is $1\le x\le u$, or $\varepsilon_0\le\varepsilon\le1$ with $\varepsilon_0=1/u$. Also $\sin^2\theta=1-(1-t)^2=t(2-t)$.

The physical input is the tree-level squared amplitude, averaged over initial and summed over final spins and polarizations:
\begin{equation}
\overline{|M|^2}=2e^4\left(\varepsilon+\frac1\varepsilon-\sin^2\theta\right),
\qquad e^2=4\pi\alpha .
\end{equation}
It is taken as given here; the program tests it against explicit Dirac matrices at nine combinations of energy and angle.

To obtain a distribution in $\varepsilon$, insert this into the two-body cross section. The flux factor is $4mE$, and the momentum delta function removes the integral over $\mathbf p'$:
\begin{equation}
d\sigma=\frac{\overline{|M|^2}}{4mE}\,\frac{1}{4\pi^2}\,
\frac{E'\,dE'\,d\Omega}{2}\,\frac{1}{2E_p}\,
\delta(E+m-E'-E_p).
\end{equation}
In the delta function $E_p$ stands for $\sqrt{m^2+|\mathbf k-\mathbf k'|^2}$. At fixed $E'$ this has $|dE_p/d\cos\theta|=EE'/E_p$, so the integral over $\cos\theta$ supplies $E_p/(EE')$. The azimuth supplies $2\pi$. The factors $E'$ and $E_p$ cancel, leaving
\begin{equation}
\frac{d\sigma}{dE'}=\frac{\overline{|M|^2}}{32\pi mE^2}.
\end{equation}
Now $dE'=E\,d\varepsilon$, $2e^4=32\pi^2\alpha^2$ and $r_e=\alpha/m$. Therefore
\begin{equation}
\frac{d\sigma}{d\varepsilon}=\frac{\pi r_e^2}{k}\,p(\varepsilon),
\qquad
p(\varepsilon)=\varepsilon+\frac1\varepsilon-\sin^2\theta .
\label{target}
\end{equation}
Phase space is flat in $\varepsilon$, so the shape of $p$ comes from the amplitude alone. Once $\varepsilon$ is drawn, \eqref{angle} fixes the polar angle, and the azimuth is uniform.

Every acceptance rate below contains the area $I=\int_{\varepsilon_0}^1p\,d\varepsilon$. The first two terms of $p$ give
\begin{equation}
B=\int_{\varepsilon_0}^1\left(\frac1\varepsilon+\varepsilon\right)d\varepsilon
=\ln u+\frac{1-u^{-2}}2 .
\end{equation}
For the angular term, use $d\varepsilon=-dx/x^2$ and \eqref{angle}:
\begin{equation}
J=\int_{\varepsilon_0}^1\sin^2\theta\,d\varepsilon
=\int_1^u\left[\frac{2(x-1)}k-\frac{(x-1)^2}{k^2}\right]\frac{dx}{x^2}.
\end{equation}
The two elementary integrals are
\begin{align}
\int_1^u\frac{x-1}{x^2}dx&=\ln u+\frac1u-1=\ln u-\frac{2k}u,\\
\int_1^u\frac{(x-1)^2}{x^2}dx&=u-\frac1u-2\ln u
=\frac{4k(1+k)}u-2\ln u .
\end{align}
Collecting the logarithms gives $2(1+k)\ln u/k^2$. The remaining terms are
\begin{equation}
-\frac4u-\frac{4(1+k)}{ku}=-\frac{4(1+2k)}{ku}=-\frac4k .
\end{equation}
Thus
\begin{equation}
J=\frac{2(1+k)\ln u-4k}{k^2},\qquad I=B-J. \label{area}
\end{equation}

\section{What the flat ceiling costs}

The naive scheme draws $\varepsilon$ uniformly on $[\varepsilon_0,1]$ and accepts it with probability $p(\varepsilon)$ divided by the maximum of $p$. That maximum lies at $\varepsilon_0$: there $\varepsilon+1/\varepsilon$ is largest, and $\sin\theta=0$ because the photon is scattered straight back. Its value is $u+1/u$. The acceptance is the area under $p$ divided by the area of the enclosing rectangle,
\begin{equation}
P_{\rm flat}=\frac{I}{(1-1/u)(u+1/u)}
=\frac{I}{2k(1+u^{-2})},
\end{equation}
where $1-1/u=2k/u$ was used.

For large $k$, \eqref{area} gives $J\to0$ and $I\simeq\ln(2k)+\frac12$, so $P_{\rm flat}\simeq[\ln(2k)+\frac12]/(2k)$. The distribution is correct, but almost every trial is wasted. The cause is the term $1/\varepsilon$, which makes the ceiling about $2k$ high although only a narrow strip near $\varepsilon_0$ reaches that height. At high energy a proposal should follow this rise. At low energy there is little rise to follow: as $k\to0$ the rectangle has area $4k$ and $I\simeq\frac83k$ (the expansion is given below), so $P_{\rm flat}\to\frac23$. A flat trial also needs only two uniform numbers.

\section{Splitting the target without changing it}

A sum is often easier to follow than a single function. Let $y$ stand for either $\varepsilon$ or $x$, and write the target density in that variable as
\begin{equation}
p(y)=\sum_iA_iq_i(y)h_i(y),\qquad \int q_i\,dy=1,\qquad 0\le h_i\le1,
\label{split}
\end{equation}
with $A_i>0$ and $A=\sum_iA_i$. One trial chooses branch $i$ with probability $A_i/A$, draws $y$ from $q_i$, and accepts it with probability $h_i(y)$. The probability that the trial ends in an accepted value between $y$ and $y+dy$ is
\begin{equation}
\sum_i\frac{A_i}{A}\,q_i(y)h_i(y)\,dy=\frac{p(y)}A\,dy. \label{onetrial}
\end{equation}
The total acceptance is its integral, $P=I/A$.

After a rejection a complete new trial begins, including the choice of branch. The probability of $n$ rejections followed by an accepted value near $y$ is $(1-P)^np(y)dy/A$. Summing over $n$ gives
\begin{equation}
\sum_{n=0}^{\infty}(1-P)^n\frac{p(y)}A=\frac{p(y)}{PA}=\frac{p(y)}I .
\end{equation}
This is the normalized target. The proof assumes ideal, independent uniform numbers and exact arithmetic. What remains for each method is to exhibit a split of the form \eqref{split}.

The product $A_iq_ih_i$ never exceeds $A_iq_i$, so $\sum_iA_iq_i$ is an envelope lying above $p$, and $A$ is its area. A good design has a small envelope area and proposals that are easy to draw.

\section{Kahn's split: no transcendental functions}

Kahn's method works in $x$. The density acquires the Jacobian $1/x^2$, and with $\sin^2\theta=1-\cos^2\theta$,
\begin{equation}
\frac1{x^2}\left(x+\frac1x-1+\cos^2\theta\right)
=\left(\frac1x-\frac1{x^2}\right)+\frac{\cos^2\theta+1/x}{x^2}.
\label{kahnsplit}
\end{equation}
Both parts are non-negative for $x\ge1$.

For the first part, draw $x=1+2kr$ with $r$ uniform on $[0,1]$, so that $q_1=1/(2k)$. Since $1/x-1/x^2=\varepsilon(1-\varepsilon)\le\frac14$, a valid acceptance probability is
\begin{equation}
h_1=4\left(\frac1x-\frac1{x^2}\right).
\end{equation}
Matching $A_1q_1h_1$ to the first part requires $4A_1/(2k)=1$, or $A_1=k/2$.

For the second part, draw $\varepsilon$ uniformly on $[\varepsilon_0,1]$:
\begin{equation}
\varepsilon=\frac{1+2kr}{u},\qquad x=\frac{u}{1+2kr},\qquad
q_2=\frac{u}{2k}\frac1{x^2}.
\end{equation}
The factor $u/(2k)$ is the inverse length of the $\varepsilon$ interval. Because $\cos^2\theta\le1$ and $1/x\le1$, take $h_2=(\cos^2\theta+1/x)/2$. Matching now requires $A_2u/(4k)=1$, so $A_2=4k/u$. The total area and the probability of the first branch are
\begin{equation}
A_{\rm K}=\frac k2+\frac{4k}u=\frac{k(9+2k)}{2(1+2k)},\qquad
\frac{A_1}{A_{\rm K}}=\frac{u}{u+8}=\frac{1+2k}{9+2k}.
\end{equation}
The split satisfies \eqref{split}, so the method is exact, with acceptance
\begin{equation}
P_{\rm K}=\frac{I}{A_{\rm K}}=\frac{2(1+2k)I}{k(9+2k)}.
\end{equation}

The scheme needs only elementary arithmetic, but it does not cure the fault of the flat ceiling. Its area still grows in proportion to $k$, now as $k/2$ instead of $2k$. At high energy that gains a factor approaching four over the naive scheme and leaves the same decay. At low energy the order is reversed: $A_{\rm K}-2k(1+u^{-2})=k(3u-2)(2-u)/(2u^2)$ is positive for $u<2$, so below $k=\frac12$, or 0.2555 MeV, the flat scheme accepts more often than Kahn's. The flat part has moved: the first branch proposes $x$ uniformly over a length $2k$, while $h_1\simeq4/x$ at large $x$. The constant $\frac14$ touches $1/x-1/x^2$ at the single point $x=2$, which lies in the range only for $k\ge\frac12$.

\section{Butcher-Messel: let the proposal carry the rise}

The remedy is to put $1/\varepsilon$ itself into the proposal. Factor the target in the variable $\varepsilon$:
\begin{equation}
p(\varepsilon)=\left(\frac1\varepsilon+\varepsilon\right)g(\varepsilon),
\qquad
g=1-\frac{\varepsilon\sin^2\theta}{1+\varepsilon^2}. \label{bmsplit}
\end{equation}
This follows from $1/\varepsilon+\varepsilon=(1+\varepsilon^2)/\varepsilon$. Both branches use the same acceptance probability, $h_1=h_2=g$. From $(1-\varepsilon)^2\ge0$ one has $\varepsilon/(1+\varepsilon^2)\le\frac12$, and $0\le\sin^2\theta\le1$, so $\frac12\le g\le1$. The acceptance therefore cannot fall below one half at any energy.

The areas of the two proposals are
\begin{equation}
\alpha_1=\int_{\varepsilon_0}^1\frac{d\varepsilon}{\varepsilon}=\ln u,\qquad
\alpha_2=\int_{\varepsilon_0}^1\varepsilon\,d\varepsilon=\frac{1-\varepsilon_0^2}2,
\end{equation}
and $\alpha_1+\alpha_2=B$. To draw from $1/(\alpha_1\varepsilon)$, set $\varepsilon=\varepsilon_0^{\,r}$. Then $r=-\ln\varepsilon/\ln u$ and $|dr/d\varepsilon|=1/(\alpha_1\varepsilon)$, as required. To draw from $\varepsilon/\alpha_2$, set $\varepsilon^2=\varepsilon_0^2+(1-\varepsilon_0^2)r$, for which $dr/d\varepsilon=2\varepsilon/(1-\varepsilon_0^2)=\varepsilon/\alpha_2$.

One trial, with three uniform numbers, is as follows.
\begin{enumerate}
\item If $r_1<\alpha_1/(\alpha_1+\alpha_2)$, set $\varepsilon=\varepsilon_0^{\,r_2}$. Otherwise set $\varepsilon=\sqrt{\varepsilon_0^2+(1-\varepsilon_0^2)r_2}$.
\item Compute $t=(1/\varepsilon-1)/k$ and $\sin^2\theta=t(2-t)$.
\item Accept if $r_3<g(\varepsilon)$. Otherwise return to the first step with three new numbers.
\end{enumerate}
The split again satisfies \eqref{split}, so this method is exact too. Its acceptance is
\begin{equation}
P_{\rm BM}=\frac IB=1-\frac JB .
\end{equation}
Rejection now has to supply only the angular term $-\sin^2\theta$.

\section{Which method accepts more often}

The target area is the same in either variable, so the method with the smaller envelope area wins. Expressed in $x$, Kahn's envelope is $A_1q_1+A_2q_2=\frac14+2/x^2$. The Butcher-Messel envelope $1/\varepsilon+\varepsilon$ becomes $(x+1/x)/x^2=1/x+1/x^3$. Multiply their difference by $4x^3$:
\begin{align}
4x^3\left(\frac14+\frac2{x^2}-\frac1x-\frac1{x^3}\right)
&=x^3-4x^2+8x-4\nonumber\\
&=x(x-2)^2+4(x-1). \label{order}
\end{align}
For $x\ge1$ neither term is negative, and they do not vanish together. Kahn's envelope thus lies above the other at every $x$. Integrating from 1 to $u$ gives $A_{\rm K}>B$, and hence $P_{\rm BM}>P_{\rm K}$ for every $k>0$.

At low energy the difference is modest. The expansion
\begin{equation}
\ln(1+2k)=2k-2k^2+\tfrac83k^3-4k^4+\tfrac{32}5k^5-\dots
\end{equation}
inserted in \eqref{area}, together with $u^{-2}=1-4k+12k^2-32k^3+\dots$, gives
\begin{align}
J&=\tfrac43k-\tfrac83k^2+\tfrac{24}5k^3+\dots,\\
B&=4k-8k^2+\tfrac{56}3k^3+\dots .
\end{align}
In the ratio the linear corrections cancel:
\begin{equation}
\frac JB=\frac13\,\frac{1-2k+\frac{18}5k^2}{1-2k+\frac{14}3k^2}
=\frac13\left(1-\frac{16}{15}k^2+\dots\right).
\end{equation}
For Kahn, $I=\frac83k(1-2k+\dots)$ and $A_{\rm K}=\frac92k(1+\frac29k)(1-2k+\dots)$. The factors $1-2k$ cancel to this order, and
\begin{equation}
P_{\rm BM}=\frac23+\frac{16}{45}k^2+\dots,\qquad
P_{\rm K}=\frac{16}{27}-\frac{32}{243}k+\dots .
\end{equation}
The limit $\frac23$ has a direct meaning. As $k\to0$, $\varepsilon\to1$ and $g\to1-\frac12\sin^2\theta$. The proposal becomes uniform in $\cos\theta$, for which $\sin^2\theta$ averages to $\frac23$.

At high energy the methods part. With $4k/u\to2$ and $J\simeq[2\ln(2k)-4]/k$,
\begin{equation}
P_{\rm K}\simeq\frac{\ln(2k)+\frac12}{k/2+2},\qquad
1-P_{\rm BM}\simeq\frac{2\ln(2k)-4}{k[\ln(2k)+\frac12]} .
\label{high}
\end{equation}
One acceptance tends to zero and the other to one. At 100 MeV the first expression gives 0.0648, against 0.0644 from the full formula. The second gives a rejection probability of 0.0063, which agrees with the full formula to within one per cent.

\section{Rates from 10 keV to 100 MeV}

The full formulas give the following rates.
\begin{center}
\begin{tabular}{rrrrr}
$E$ (MeV) & $k$ & $P_{\rm K}$ & $P_{\rm BM}$ & $P_{\rm BM}/P_{\rm K}$\\
0.01 & 0.0196 & 0.590 & 0.667 & 1.13\\
0.1 & 0.196 & 0.585 & 0.676 & 1.15\\
1 & 1.96 & 0.644 & 0.800 & 1.24\\
10 & 19.6 & 0.341 & 0.954 & 2.80\\
100 & 196 & 0.064 & 0.994 & 15.4
\end{tabular}
\end{center}

Kahn's acceptance is not monotonic. It first falls, as its negative linear coefficient requires, to a minimum of 0.585 near 0.07 MeV. It then rises to a maximum of 0.644 near 1.0 MeV before the decay in \eqref{high} takes over. The Butcher-Messel rate rises at every step of a 2000-point grid over the whole energy range; this is a numerical finding, not a proof of monotonicity.

The last column is the break-even cost. Let $c$ be the mean computing time of one trial. The mean time $C$ per accepted photon obeys $C=c+(1-P)C$, since a rejection returns the process to its start. Hence $C=c/P$, and Butcher-Messel is faster when
\begin{equation}
\frac{c_{\rm BM}}{c_{\rm K}}<\frac{P_{\rm BM}}{P_{\rm K}} .
\end{equation}
At 100 MeV its trial may cost up to 15 times as much as Kahn's. At 10 keV it may cost at most 13 per cent more, and the power and the square root could exceed that margin. The answer there depends on the machine and has to be timed.

\section{One trial of each at 1 MeV}

Take $r_1=0.3$, $r_2=0.4$ and $r_3=0.5$. Here $k=1.957$, $u=4.914$ and $\varepsilon_0=0.2035$.

Kahn's first branch has probability $4.914/12.914=0.3805$, so it is chosen. Then $x=1+2(1.957)(0.4)=2.566$, giving $\varepsilon=0.3898$ and $\cos\theta=1-1.566/1.957=0.200$. The acceptance probability is $4(0.3898)(1-0.3898)=0.951$. Since $0.5<0.951$, the photon leaves with 0.390 MeV.

For Butcher-Messel the first branch has probability 0.7686 and is also chosen. Now $\varepsilon=0.2035^{0.4}=0.5290$ and $\cos\theta=0.545$, so $\sin^2\theta=1-0.545^2=0.703$. Hence
\begin{equation}
g=1-\frac{0.5290\times0.703}{1+0.5290^2}=0.709 ,
\end{equation}
and this trial is accepted too, with 0.529 MeV. The same random numbers give different photons; it is the distributions that agree. The program tests this through six moments of $\varepsilon$ and through the angular distributions of 100\,000 photons per method and energy.

\section{The shortcut that breaks Kahn's method}

It is tempting to save a random number by keeping the branch after a rejection and redrawing only $x$. Let $a_i=\int q_ih_i\,dx$ be the acceptance within branch $i$, and let $w_i=A_i/A$. The correct algorithm delivers a fraction $w_ia_i/\sum_jw_ja_j$ of its photons from branch $i$. The shortcut stays in the branch until it succeeds, so it delivers the fraction $w_i$. For two branches these fractions agree if and only if $a_1=a_2$.

For Kahn at 1 MeV, $a_1=0.813$ and $a_2=0.541$. The correct share of the first branch is
\begin{equation}
\frac{0.3805\times0.8131}{0.3805\times0.8131+0.6195\times0.5407}=0.480,
\end{equation}
whereas the shortcut gives 0.3805. The mean of $\varepsilon$ rises from 0.560 to 0.591. The mean fraction of the photon energy given to the electron, $1-\varepsilon$, falls from 0.440 to 0.409, an error of 7 per cent relative to the correct value. Longer runs do not reduce it, because it is a bias and not statistical noise. Its sign and size depend on energy: at 10 MeV the mean fraction comes out 10 per cent too high. The shortcut biases Butcher-Messel as well, though less: at 1 MeV its branch acceptances are 0.789 and 0.834, and the mean fraction shifts by about 0.5 per cent.

\section{Where the choice applies}

Both samplers are exact for the law \eqref{target}, and inherit its limits. The law leaves out electron binding and motion, and both can matter at 10 keV. Binding matters when the energy transfer, at most 377 eV there, is comparable with a binding energy or smaller. Collisions at small angles transfer little energy at any $E$, so the effect does not end at 10 keV. An incoherent scattering function built from Hartree-Fock orbitals puts the cross section of a zinc atom at about 0.43 of the free-electron value at 10 keV, 0.93 at 100 keV and within one per cent of it at 1 MeV. Motion concerns outer electrons as well: a momentum of one atomic unit along or against the beam changes the energy lost in backscattering from 377 eV to 513 or 238 eV. The law also leaves out photon polarization and radiative corrections. Within those limits, Butcher-Messel is the safer of the two for a single routine covering the whole range: its acceptance stays above one half, while Kahn's tends to zero. A code confined to energies below about 1 MeV can take whichever runs faster, provided that every rejection starts again from the choice of branch. It should time the flat scheme too. With two uniform numbers per trial it uses 3.0 per photon at 10 keV; it uses fewer than Butcher-Messel up to about 0.57 MeV and fewer than Kahn up to about 0.88 MeV.

\section*{Calculated quantities}
\begin{verbatim}
Electron rest energy: 0.510999 MeV
Dirac-matrix check, largest relative error: 1.1e-15
Accepted photons per run: 100000
E = 0.01 MeV: k = 0.01957, eps_min = 0.96234, mean eps = 0.98124
  Kahn: P(branch 1) 0.1150, acceptance 0.59029, run 0.59129
    run mean eps 0.98129, scaled KS 1.11, uniforms/photon 5.08
  B-M: P(branch 1) 0.5095, acceptance 0.66680, run 0.66648
    run mean eps 0.98124, scaled KS 0.51, uniforms/photon 4.50
  break-even trial-cost ratio B-M/Kahn: 1.1296
E = 0.1 MeV: k = 0.19570, eps_min = 0.71871, mean eps = 0.86200
  Kahn: P(branch 1) 0.1482, acceptance 0.58528, run 0.58525
    run mean eps 0.86224, scaled KS 0.79, uniforms/photon 5.13
  B-M: P(branch 1) 0.5774, acceptance 0.67572, run 0.67730
    run mean eps 0.86206, scaled KS 1.16, uniforms/photon 4.44
  break-even trial-cost ratio B-M/Kahn: 1.1545
E = 1 MeV: k = 1.95695, eps_min = 0.20350, mean eps = 0.55996
  Kahn: P(branch 1) 0.3805, acceptance 0.64431, run 0.64525
    run mean eps 0.56032, scaled KS 0.98, uniforms/photon 4.66
  B-M: P(branch 1) 0.7686, acceptance 0.79987, run 0.80031
    run mean eps 0.55942, scaled KS 0.65, uniforms/photon 3.75
  break-even trial-cost ratio B-M/Kahn: 1.2414
E = 10 MeV: k = 19.56951, eps_min = 0.02491, mean eps = 0.31644
  Kahn: P(branch 1) 0.8338, acceptance 0.34085, run 0.34033
    run mean eps 0.31683, scaled KS 0.74, uniforms/photon 8.80
  B-M: P(branch 1) 0.8808, acceptance 0.95414, run 0.95390
    run mean eps 0.31798, scaled KS 1.18, uniforms/photon 3.14
  break-even trial-cost ratio B-M/Kahn: 2.7993
E = 100 MeV: k = 195.69512, eps_min = 0.00255, mean eps = 0.20615
  Kahn: P(branch 1) 0.9800, acceptance 0.06441, run 0.06437
    run mean eps 0.20709, scaled KS 1.12, uniforms/photon 46.57
  B-M: P(branch 1) 0.9227, acceptance 0.99368, run 0.99338
    run mean eps 0.20682, scaled KS 1.07, uniforms/photon 3.02
  break-even trial-cost ratio B-M/Kahn: 15.4262
Moments 1-6 of eps, largest relative error: 1.3e-15
Kahn minimum: 0.5847 at 0.074 MeV
Kahn maximum: 0.6443 at 1.02 MeV
Low-energy limits: Kahn 0.59259, B-M 0.66667
100 MeV, Kahn acceptance from large-k law: 0.06480
100 MeV, B-M rejection: 0.00632, large-k law 0.00627
One trial at 1 MeV with uniforms 0.3, 0.4, 0.5:
  Kahn: branch 1, eps 0.38978, cos(theta) 0.20000, h 0.95140, accepted
  B-M: branch 1, eps 0.52897, cos(theta) 0.54497, h 0.70943, accepted
Kahn at 1 MeV, branch acceptances: 0.8131, 0.5407
Branch 1 share of output: correct 0.4802, faulty 0.3805
Faulty mean eps: predicted 0.59087, run 0.59273
Faulty sampler, scaled KS: 20.26
\end{verbatim}
